# Hydrogen's exchange ratio and the optimal one-electron Lieb–Oxford constant

**Question**

I am trying to understand the Lieb–Oxford bound in the simplest case, one electron. I am told that the hydrogen ground state has

$$\frac{-E_x}{\int\rho^{4/3}\,d^3r}\approx 1.085,$$

that no one-electron density can exceed about 1.092, and that the general Lieb–Oxford constant is much larger, 1.68. The hydrogen value looks like two integrals. But where does 1.092 come from? I can write down a stationarity condition, but that does not show that its solution is a maximum, and I do not see how to rule out a strange non-spherical density that does better. And if 1.092 is enough for one electron, why is it not enough for all systems?

**Answer**

I use Hartree atomic units, a fixed point nucleus and no relativity. For a density $\rho\ge 0$ define

$$D=\frac12\iint\frac{\rho(\mathbf r)\rho(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r',\qquad I=\int\rho^{4/3}\,d^3r,\qquad \Lambda=\frac{D}{I}.$$

The Lieb–Oxford bound concerns the indirect Coulomb energy, which is the true electron repulsion minus $D$:

$$W=\Big\langle\sum_{i<j}\frac1{r_{ij}}\Big\rangle-D\ \ge\ -C\int\rho^{4/3}\,d^3r .$$

One electron has no pairs, so $W=-D$. Exchange cancels the self-repulsion, $E_x=-D$, and correlation vanishes. Your ratio is therefore $\Lambda$, and the question is how large $\Lambda$ can be when $\int\rho=1$.

**1. Hydrogen**

For $\rho=e^{-2r}/\pi$ the charge inside radius $r$ is

$$m(r)=\int_0^r4s^2e^{-2s}ds=1-e^{-2r}(1+2r+2r^2).$$

Build the charge cloud shell by shell. Adding the shell $dm=m'dr$ to the charge $m$ already inside costs $m\,dm/r$, so

$$D=\int_0^\infty\frac{m\,m'}{r}dr=4\int_0^\infty r e^{-2r}\left[1-e^{-2r}(1+2r+2r^2)\right]dr.$$

With $\int_0^\infty r^ne^{-br}dr=n!/b^{n+1}$ this is

$$D=4\left[\frac14-\frac1{16}-\frac{2\cdot2}{64}-\frac{2\cdot6}{256}\right]=4\cdot\frac{5}{64}=\frac5{16}.$$

The other integral is

$$I=\pi^{-4/3}\,4\pi\int_0^\infty r^2e^{-8r/3}dr=4\pi^{-1/3}\cdot2\left(\frac38\right)^3=\frac{27}{64}\pi^{-1/3}.$$

Hence

$$\Lambda_{1s}=\frac5{16}\cdot\frac{64}{27}\,\pi^{1/3}=\frac{20}{27}\pi^{1/3}=1.0849 .$$

In numbers, $0.3125/0.28805=1.0849$, with $E_x=-0.3125$ hartree $=-8.50$ eV.

The nuclear charge does not matter. Under $\rho(\mathbf r)\to\lambda^3\rho(\lambda\mathbf r)$, the charge is unchanged, $D\to\lambda D$, and $I\to\lambda^4\lambda^{-3}I=\lambda I$. The ratio depends on shape, not on size.

**2. Spherical densities suffice**

Take first a smooth $\rho$ of bounded support, with potential $\Phi(\mathbf r)=\int\rho(\mathbf r')/|\mathbf r-\mathbf r'|\,d^3r'$, so that $2D=\int\rho\,\Phi$. Let $\rho^*$ be its spherical rearrangement: the decreasing function of radius for which the region $\rho^*>s$ has the same volume as the region $\rho>s$, for every $s$. Then $I$ and the total charge are unchanged. I claim that $D$ cannot decrease.

Let $V(t)$ be the volume where $\Phi>t$, let $S(t)$ be the area of its surface, and define $r(t)$ by $V=4\pi r^3/3$. Four facts are needed.

- Gauss's law: $\oint|\nabla\Phi|\,dS=4\pi\int_{\Phi>t}\rho\le4\pi M^*(r)$. Here $M^*(r)$ is the charge of $\rho^*$ within $r$, the most charge that fits in this volume.
- The coarea formula: $-V'(t)\ge\oint dS/|\nabla\Phi|$ for almost every $t$.
- Cauchy–Schwarz: $S^2\le\oint|\nabla\Phi|\,dS\;\oint dS/|\nabla\Phi|$.
- The isoperimetric inequality: $S\ge4\pi r^2$.

Together, with $-V'=4\pi r^2(-dr/dt)$,

$$16\pi^2r^4\le4\pi M^*(r)\cdot4\pi r^2\left(-\frac{dr}{dt}\right)\quad\Rightarrow\quad1\le\frac{M^*(r)}{r^2}\left(-\frac{dr}{dt}\right).$$

Integrate from level $0$, where $r=\infty$, up to level $t$:

$$t\le\int_{r(t)}^\infty\frac{M^*(s)}{s^2}ds=\Phi_{\rho^*}(r(t)).$$

A jump of $r(t)$ only enlarges the right side. Since the rearranged potential $\Phi^*$ takes the value $t$ at $r(t)$, this says $\Phi^*\le\Phi_{\rho^*}$: the potential of the rearranged charge is the higher one.

Finally, $\int\rho\,\Phi$ is the integral over $s$ and $t$ of the volume common to $\{\rho>s\}$ and $\{\Phi>t\}$. That volume is at most the smaller of the two, which is the common volume of the two concentric balls after rearrangement. So

$$2D[\rho]=\int\rho\,\Phi\le\int\rho^*\Phi^*\le\int\rho^*\Phi_{\rho^*}=2D[\rho^*].$$

A Gaussian shows the size of the effect. The round one, with variance $1$ bohr² along each axis, has $\Lambda=1.0887$. Stretching it to variances $0.5,0.5,4.0$ bohr² leaves their product equal to $1$. The stretch therefore preserves volumes, the round Gaussian is the rearrangement of the stretched one, and $I$ is unchanged. The ratio drops to $0.9893$. For this stretched charge the potential inequality was tested at three levels, and the smallest margin was $0.0008$ hartree.

**3. The candidate: a Lane–Emden sphere**

At a maximum of $D/I$ with fixed charge, $\delta D=\Lambda\,\delta I$ for every charge-conserving change within the support. Since $\delta D=\int\Phi\,\delta\rho$ and $\delta I=\frac43\int\rho^{1/3}\delta\rho$,

$$\Phi-\tfrac43\Lambda\rho^{1/3}=\mu\qquad\text{where }\rho>0 .$$

Multiply by $\rho$ and integrate: $\mu=2D-\frac43\Lambda I=\frac23D>0$. Since $\Phi\ge\mu$ wherever there is charge, while $\Phi\to0$ far away, the charge must end at a finite radius $R$. With $\rho(R)=0$, $\mu=\Phi(R)=1/R$, and therefore $D=3/(2R)$.

Write $\rho=\rho_c\theta^3(\xi)$ with $r=a\xi$. Poisson's equation $\nabla^2\Phi=-4\pi\rho$ becomes

$$\frac{4\Lambda\rho_c^{1/3}}{3a^2}\left(\theta''+\frac2\xi\theta'\right)=-4\pi\rho_c\theta^3 .$$

Choosing $a^2=\Lambda\rho_c^{-2/3}/(3\pi)$ gives the Lane–Emden equation of index 3,

$$\theta''+\frac2\xi\theta'+\theta^3=0,\qquad\theta(0)=1,\quad\theta'(0)=0,$$

with first zero $\xi_1=6.8968$. Because $(\xi^2\theta')'=-\xi^2\theta^3$, the charge is

$$1=4\pi\rho_ca^3\int_0^{\xi_1}\xi^2\theta^3d\xi=4\pi\left(\frac{\Lambda}{3\pi}\right)^{3/2}m_3,\qquad m_3=-\xi_1^2\theta'(\xi_1)=2.01824 .$$

The central density has cancelled, as scaling requires. Solving for $\Lambda$ gives the constant

$$C_1=3\pi\,(4\pi m_3)^{-2/3}=\frac{9.4248}{25.362^{2/3}}=\frac{9.4248}{8.632}=1.0918 .$$

This is your 1.092. So far it is only a stationary value.

**4. Proof that it is the maximum**

Take any bounded spherical density of unit charge; it need not decrease outward. Put $P=r\,m'=4\pi r^3\rho$ and $c=C_1(4\pi)^{-1/3}$. Then

$$I=\int_0^\infty4\pi r^2\left(\frac{P}{4\pi r^3}\right)^{4/3}dr=(4\pi)^{-1/3}\int_0^\infty\frac{P^{4/3}}{r^2}dr,\qquad D=\int_0^\infty\frac{mP}{r^2}dr,$$

$$C_1I-D=\int_0^\infty\frac{cP^{4/3}-mP}{r^2}\,dr .$$

The integrand can be negative at some radii, so the sign is not yet visible. The cure is to add a total derivative built from the candidate.

On the Lane–Emden sphere, $m=-\xi^2\theta'/m_3$ rises steadily from 0 to 1, and $P=\xi^3\theta^3/m_3$. The radius $R$ appears in neither. Hence $P$ is a fixed function of $m$ there; call it $p(m)$. Differentiating the stationarity condition gives $\frac43C_1\,d\rho^{1/3}/dr=d\Phi/dr=-m/r^2$. With $\rho^{1/3}=(4\pi)^{-1/3}p^{1/3}/r$ and $dp/dr=(dp/dm)\,p/r$,

$$\frac43c\left[\frac13p^{-2/3}\frac{dp}{dm}\frac{p}{r^2}-\frac{p^{1/3}}{r^2}\right]=-\frac m{r^2}
\quad\Rightarrow\quad\frac49c\,p^{1/3}\frac{dp}{dm}=\frac43c\,p^{1/3}-m .$$

The left side is the derivative of $g(m)=\frac c3p(m)^{4/3}$. So

$$g'(m)+m=\tfrac43c\,p^{1/3}.$$

Return to the arbitrary density and insert its own $m(r)$ into $g$:

$$\frac{d}{dr}\left[\frac{g(m(r))}{r}\right]=\frac{g'(m)P-g(m)}{r^2}.$$

The integral of this over all $r$ is zero. At infinity $g$ is bounded, so $g/r\to0$. Near the origin, $\theta$ decreases, so $\xi^3\theta^3\le3\int_0^\xi s^2\theta^3ds$. This means $p\le3m$ and $g\le\frac c3(3m)^{4/3}$. A bounded density has $m\le\text{const}\cdot r^3$, so $g/r\le\text{const}\cdot r^3\to0$.

Subtracting this vanishing integral changes nothing:

$$C_1I-D=\int_0^\infty\frac{cP^{4/3}-(m+g')P+g}{r^2}dr
=c\int_0^\infty\frac{P^{4/3}-\frac43p^{1/3}P+\frac13p^{4/3}}{r^2}\,dr .$$

The tangent to the convex function $x^{4/3}$ at $x=p$, evaluated at $x=P$, is

$$p^{4/3}+\tfrac43p^{1/3}(P-p)=\tfrac43p^{1/3}P-\tfrac13p^{4/3}.$$

So the numerator is the height of a convex curve above its tangent, and it is never negative. This proves $D\le C_1I$ for bounded spherical densities and, by section 2, for all smooth densities of bounded support.

For charge $N$, apply the result to $\rho/N$: $D/N^2\le C_1I/N^{4/3}$, or $D\le C_1N^{2/3}I$. Any unit-charge density with finite $I$ can be approached by smooth ones of bounded support, with charge and $I$ converging and $\rho_n\to\rho$ almost everywhere. The integrand of $D$ is nonnegative, so Fatou's lemma gives $D[\rho]\le\liminf D[\rho_n]\le C_1I[\rho]$.

The constant is attained by the Lane–Emden density. Near its edge $\rho\propto(R-r)^3$, so the orbital $\sqrt\rho\propto(R-r)^{3/2}$ has a square-integrable gradient. It is an admissible one-electron orbital of finite kinetic energy, though not a hydrogen eigenstate. A direct search over the trial shapes $[(1-x^2)/(1+\alpha x^2+\beta x^4)]^3$, $x=r/R$, which borrow the cubic edge of that density but do not solve the Lane–Emden equation, also reaches $1.0918$.

**5. How close is hydrogen?**

The shortfall relative to $C_1$ is

$$1-\frac{1.08488}{1.09182}=0.0064,$$

or 0.64%. In energy, $C_1I-D=0.0020$ hartree. The direct difference and the convexity integral agree on this.

The identity also shows why a visibly different profile can come so close. The second derivative of $x^{4/3}$ is $\frac49x^{-2/3}$, so for $P$ near $p$ the numerator is

$$P^{4/3}-\tfrac43p^{1/3}P+\tfrac13p^{4/3}\approx\tfrac29\,p^{-2/3}(P-p)^2 .$$

The loss is quadratic in the deviation, as it should be near a maximum. Hydrogen is not singled out by this. The Gaussian, at $1.0887$, lies closer to the limit, while a uniform ball reaches $0.9672$. The hydrogen 2s state, whose density has a node and a second maximum, gives

$$\Lambda_{2s}=\frac{0.075195}{0.073752}=1.0196,$$

which is 6.6% below $C_1$. The identity was tested on this state too: both sides give $0.0053$ hartree.

**6. Why 1.092 fails for more electrons**

The proof used $W=-D$. With two or more electrons the pair repulsion enters, and its size depends on how the electrons are correlated.

Suppose two electrons share the hydrogen orbital with opposite spins. The density doubles, so the direct energy is $4D$ and the new integral is $2^{4/3}I$. The electrons are independent, so $\langle1/r_{12}\rangle=2D$. The ratio is

$$\frac{4D-2D}{2^{4/3}I}=2^{-1/3}\Lambda_{1s}=0.861,$$

lower than for one electron. Now keep the same density but let the electrons avoid each other. Put them on opposite sides of the nucleus, in a uniformly random direction, with radii tied by

$$m(r_1)+m(r_2)=1 .$$

When electron 1 follows the hydrogen density, $m(r_1)$ is uniformly distributed on $[0,1]$. Then so is $1-m(r_1)=m(r_2)$, and electron 2 has the hydrogen density as well. The separation is $r_1+r_2$, and averaging gives $\langle1/r_{12}\rangle=0.3392$ hartree. Therefore

$$\frac{-W}{\int\rho^{4/3}}=\frac{4(0.3125)-0.3392}{2^{4/3}(0.28805)}=\frac{0.9108}{0.7258}=1.255 .$$

This arrangement is singular, but smearing both positions slightly gives a smooth symmetric pair distribution. Its square root is the spatial part of a singlet wave function. The separation $r_1+r_2$ never falls below about $2.67$ bohr, so the repulsion changes little. The smeared density differs slightly from the doubled hydrogen density, but its direct energy and its $\int\rho^{4/3}$ tend to the unsmeared values as the smearing shrinks. The ratio can therefore be brought as close to $1.255$ as desired. It is not the ground state of an atom, but the Lieb–Oxford bound must hold for it. A constant valid for all electron numbers therefore cannot be as small as $1.092$.

The general bound itself I quote rather than derive: it holds with $C=1.68$, and also with the smaller $C=1.58$. Hydrogen reaches 64.6% of the first constant and 68.7% of the second. Both are proven upper limits on the best general constant, whose value is not known. The pair above shows that it is at least about $1.25$, so hydrogen stays below about 87% of it whatever it turns out to be. A stronger lower limit, which I also quote, comes from the low-density uniform electron gas: the energy of the bcc Wigner crystal gives about $1.444$, which puts hydrogen at no more than about 75%. The bound $1.092$ is the sharper statement for one electron, and it may be imposed on an approximate exchange functional for one-electron densities, but not, on this argument, on the indirect energy of every density.

The numerical output below gives these values to more digits.

## Computed results

```
Hydrogen D, Fourier quadrature      0.312500 hartree
Hydrogen D, closed form 5/16        0.312500 hartree
Hydrogen exchange energy            -0.312500 hartree
Hydrogen exchange energy            -8.5036 eV
Hydrogen I, quadrature              0.288050 bohr^-1
Hydrogen I, closed form             0.288050 bohr^-1
Hydrogen ratio, quadrature          1.084883 (a.u.)
Hydrogen ratio, closed form         1.084883 (a.u.)
Ratio for Z = 2, quadrature         1.084883 (a.u.)
Lane-Emden first zero xi1           6.896849 (dimensionless)
Lane-Emden m3                       2.018236 (dimensionless)
Optimal constant C1                 1.091817 (a.u.)
Ratio of Lane-Emden density         1.091817 (a.u.)
D times R, Lane-Emden density       1.500000 (a.u.)
Best ratio, direct search           1.091817 (a.u.)
Hydrogen shortfall from C1          0.635 %
1s: C1*I - D, direct                0.0019974 hartree
1s: C1*I - D, convexity integral    0.0019974 hartree
2s: D                               0.075195 hartree
2s: I                               0.073752 bohr^-1
2s: ratio                           1.01957 (a.u.)
2s: C1*I - D, direct                0.005328 hartree
2s: C1*I - D, convexity integral    0.005328 hartree
Gaussian ratio                      1.08866 (a.u.)
Uniform ball ratio                  0.96720 (a.u.)
Stretched Gaussian variances        0.5, 0.5, 4.0 bohr^2
Stretched Gaussian ratio            0.98928 (a.u.)
Smallest potential margin           0.00080 hartree
Correlated pair: mean 1/r12         0.33918 hartree
Correlated pair: ratio              1.2549 (a.u.)
Lieb-Oxford constant, original      1.68 (quoted)
Lieb-Oxford constant, tightened     1.58 (quoted)
Hydrogen ratio / original constant  64.6 %
Hydrogen ratio / tightened constant 68.7 %
```
